\section*{Why an anisotropic subwavelength cladding reduces TE crosstalk}

\section*{Question}

Two parallel silicon strips carry TE light, whose electric field points mainly across the strip, normal to its side wall. The gap between them is filled with ridges much narrower than the wavelength. Why can this cladding, with low permittivity normal to the wall and higher permittivity along the guide, reduce crosstalk, although it puts more silicon between the strips?

\section*{Mechanism: two field components, two tasks}

Let $x$ be normal to the side wall, $z$ the propagation direction and $y$ the vertical. Consider first a planar model with no variation along $y$ and no loss. Fields vary as $\exp(i\beta z-i\omega t)$, with $k_0=\omega\sqrt{\mu_0\varepsilon_0}$ and mode index $n=\beta/k_0$. The relative permittivities are $\varepsilon_x$ and $\varepsilon_z$. The TE light of the strip then has the components $H_y$, $E_x$ and $E_z$, and a prime denotes $d/dx$.

The $x$ and $z$ components of $\nabla\times\mathbf H=-i\omega\varepsilon_0\boldsymbol\varepsilon\mathbf E$ are $-i\beta H_y=-i\omega\varepsilon_0\varepsilon_xE_x$ and $H_y'=-i\omega\varepsilon_0\varepsilon_zE_z$. Hence
\begin{equation}
E_x=\frac{\beta H_y}{\omega\varepsilon_0\varepsilon_x},\qquad
E_z=\frac{iH_y'}{\omega\varepsilon_0\varepsilon_z}.
\end{equation}
The $y$ component of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ is $i\beta E_x-E_z'=i\omega\mu_0H_y$, or
\begin{equation}
-iE_z'=\beta E_x-\omega\mu_0H_y .
\end{equation}
The right side is the excess of the electric term over the magnetic term. In an evanescent region, the gradient of $E_z$ must balance it.

Low $\varepsilon_x$ makes $E_x$ larger for a given $H_y$, so the excess grows. High $\varepsilon_z$ makes $E_z$ smaller for a given slope of $H_y$, so the same gradient of $E_z$ needs a stronger curvature of $H_y$. Both changes shorten the evanescent tail.

\section*{The decay constant}

Insert both electric components into the last displayed equation and multiply by $\omega\varepsilon_0$:
\begin{equation}
\left(\frac{H_y'}{\varepsilon_z}\right)'+k_0^2H_y=\frac{\beta^2}{\varepsilon_x}H_y .
\label{wave}
\end{equation}
In a uniform cladding, $H_y\propto e^{-\kappa x}$ gives $\kappa^2/\varepsilon_z+k_0^2=\beta^2/\varepsilon_x$. Therefore
\begin{equation}
\kappa^2=\frac{\varepsilon_z}{\varepsilon_x}\left(\beta^2-\varepsilon_xk_0^2\right),
\qquad 0<\varepsilon_x<n^2 .
\label{kappa}
\end{equation}
The cutoff is set by $\varepsilon_x$ alone. However large the longitudinal permittivity, a mode with $n^2>\varepsilon_x$ still decays in the cladding.

Changing the cladding also changes $\beta$, and this could undo the gain. To decide, multiply (\ref{wave}) by $H_y$ and integrate by parts over the whole guide. The boundary terms vanish for a bound mode:
\begin{equation}
\beta^2=\frac{\int(k_0^2H_y^2-H_y'^2/\varepsilon_z)\,dx}{\int H_y^2/\varepsilon_x\,dx}.
\end{equation}
A small change $\delta H_y$ contributes a term proportional to $\int\delta H_y[k_0^2H_y+(H_y'/\varepsilon_z)'-\beta^2H_y/\varepsilon_x]dx$, which is zero by (\ref{wave}). To first order, only the explicit changes of permittivity count. For changes in the cladding,
\begin{equation}
\frac{d\ln\beta^2}{d\ln\varepsilon_x}=\Gamma
=\frac{\int_{\rm clad}H_y^2/\varepsilon_x\,dx}{\int H_y^2/\varepsilon_x\,dx},
\qquad
\frac{d\beta^2}{d\ln\varepsilon_z}
=\frac{\int_{\rm clad}H_y'^2/\varepsilon_z\,dx}{\int H_y^2/\varepsilon_x\,dx}>0 .
\end{equation}
Lowering $\varepsilon_x$ does lower $\beta$. But $\Gamma<1$, so $\beta^2/\varepsilon_x$, whose logarithmic derivative is $\Gamma-1$, still rises. Since $\kappa^2=\varepsilon_z(\beta^2/\varepsilon_x-k_0^2)$, lower $\varepsilon_x$ at fixed $\varepsilon_z$ and higher $\varepsilon_z$ at fixed $\varepsilon_x$ both increase $\kappa$ after the mode has readjusted.

\section*{From decay to crosstalk}

Let each core have width $w$ and permittivity $\varepsilon_c$, and let the gap be $g$. Define
\begin{equation}
h^2=\varepsilon_ck_0^2-\beta^2,\qquad p=h/\varepsilon_c,\qquad q=\kappa/\varepsilon_z .
\end{equation}
At a wall, $H_y$ and $H_y'/\varepsilon_z$ are continuous, because they represent the tangential fields. In a single guide the fundamental core field is $\cos hx$ about the core centre, so $p\tan(hw/2)=q$ and
\begin{equation}
F(\beta)\equiv hw-2\arctan(q/p)=0 .
\end{equation}

For two guides, the field in the gap is $\cosh\kappa x$ for the even supermode and $\sinh\kappa x$ for the odd one, measured from the gap centre. At the inner walls $q$ is replaced by $q_{\rm in}=q\tanh(\kappa g/2)$ or $q\coth(\kappa g/2)$, giving
\begin{equation}
hw-\arctan(q/p)-\arctan(q_{\rm in}/p)=0 .
\label{pair}
\end{equation}
For $e^{-\kappa g}\ll1$, $q_{\rm in}\simeq q(1\mp2e^{-\kappa g})$, with the upper sign for the even mode. Since $d\arctan(q/p)=p\,dq/(p^2+q^2)$ at fixed $p$, the condition becomes
\begin{equation}
F(\beta_\pm)=\mp\frac{2pq\,e^{-\kappa g}}{p^2+q^2}.
\end{equation}

The slope of $F$ follows from $h_\beta=-\beta/h$, $p_\beta=-\beta/(h\varepsilon_c)$ and $q_\beta=\beta/(\varepsilon_x\kappa)$, where the subscript denotes $d/d\beta$:
\begin{align}
pq_\beta-qp_\beta&=\frac{\beta}{h\kappa}
\left(\frac{h^2}{\varepsilon_c\varepsilon_x}+\frac{\kappa^2}{\varepsilon_c\varepsilon_z}\right),\\
F_\beta&=-\frac{\beta}{h}w-\frac{2(pq_\beta-qp_\beta)}{p^2+q^2}=-\frac{\beta}{h}W,\\
W&=w+\frac{2}{\kappa(p^2+q^2)}
\left(\frac{h^2}{\varepsilon_c\varepsilon_x}+\frac{\kappa^2}{\varepsilon_c\varepsilon_z}\right).
\end{align}
Dividing the shift of $F$ by its slope gives the half-splitting
\begin{equation}
C=\frac{\beta_+-\beta_-}{2}\simeq
\frac{2hpq}{\beta W(p^2+q^2)}\,e^{-\kappa g}.
\label{coupling}
\end{equation}

Light launched into the fundamental mode of one of two equal, weakly coupled guides is nearly an equal sum of the two supermodes. The amplitude in the other guide has magnitude $|e^{i\beta_+L}-e^{i\beta_-L}|/2$, so the transferred power fraction is $\sin^2(CL)$. Transfer is complete at $L=\pi/(2|C|)$.

The prefactor can oppose the exponential. At fixed $\beta$, high $\varepsilon_z$ reduces $q$, and when $q>p$ a small reduction increases $pq/(p^2+q^2)$. In this planar model, if the decay is faster, the cladding therefore helps once the gap is wide enough for the difference in decay to win. The rule does not carry over unchanged to strips of finite height on oxide, where the field can also cross through the substrate beneath the cladding.

\section*{How layers supply the anisotropy}

Stack thin layers along $x$, with permittivities $\varepsilon_1<\varepsilon_2$ and fraction $f$ of the second. The normal displacement $D_x$ is common to all layers, so averaging $E_x$ averages $1/\varepsilon$. The tangential field $E_z$ is common, so averaging $D_z$ averages $\varepsilon$:
\begin{equation}
\frac1{\varepsilon_x}=\frac{1-f}{\varepsilon_1}+\frac f{\varepsilon_2},
\qquad \varepsilon_z=(1-f)\varepsilon_1+f\varepsilon_2 .
\end{equation}
This requires $D_x$ and $E_z$, which are continuous across the layers, to change little over one period.

The layers must also compete with a gap of pure $\varepsilon_1$. At equal $\beta$, faster decay requires $(\varepsilon_z/\varepsilon_x)n^2-\varepsilon_z>n^2-\varepsilon_1$. Multiplying the two averages gives
\begin{equation}
\frac{\varepsilon_z}{\varepsilon_x}-1
=f(1-f)\left(\frac{\varepsilon_1}{\varepsilon_2}+\frac{\varepsilon_2}{\varepsilon_1}-2\right)
=\frac{f(1-f)(\varepsilon_2-\varepsilon_1)^2}{\varepsilon_1\varepsilon_2},
\end{equation}
while $\varepsilon_z-\varepsilon_1=f(\varepsilon_2-\varepsilon_1)$. The condition is thus
\begin{equation}
n^2>\frac{\varepsilon_1\varepsilon_2}{(1-f)(\varepsilon_2-\varepsilon_1)} .
\label{threshold}
\end{equation}
A weakly guided mode, with low $n$, may fail it. But both averages exceed $\varepsilon_1$, so the layers also raise $\beta$. Failure at equal $\beta$ therefore does not by itself mean slower decay after the mode has readjusted.

\section*{Numbers for silicon strips}

Take strips 450 nm wide and 220 nm high, on oxide and under air, with a 550 nm gap at a wavelength of 1550 nm. Five 50 nm ridges fill a fraction $f=0.4545$ of the gap. The index of the vertical film mode, 2.835, gives the planar silicon permittivity $2.835^2\simeq8.04$. With air as the other layer, $\varepsilon_x=1.661$ and $\varepsilon_z=4.198$.

The single-guide index is 2.4245 in this cladding and 2.3281 in air. With $k_0=2\pi/(1.55\,\mu{\rm m})=4.054\,\mu{\rm m}^{-1}$,
\begin{align}
\kappa_{\rm ani}&=4.054\sqrt{\frac{4.198}{1.661}(2.4245^2-1.661)}
=13.2\,\mu{\rm m}^{-1},\\
\kappa_{\rm air}&=4.054\sqrt{2.3281^2-1}=8.52\,\mu{\rm m}^{-1}.
\end{align}
The decay length falls from 117 to 76 nm. Across the gap, the exponential falls by $9.211\times10^{-3}/6.898\times10^{-4}=13.4$, while the prefactor rises by $0.1183/0.0656=1.80$. The coupling therefore falls by $13.4/1.80=7.4$, from 2.45 to 0.331 mm$^{-1}$. The transfer length grows from 0.64 to 4.75 mm. Over 100 $\mu$m, crosstalk falls from $\sin^2(0.245)=0.059$ ($-12.3$ dB) to $\sin^2(0.0331)=0.0011$ ($-29.6$ dB). A direct discretization of the curl equations gives $C=0.3308$ mm$^{-1}$ for the anisotropic case, against 0.3307 from (\ref{coupling}).

Each permittivity can be varied separately, with core and gap fixed. Raising $\varepsilon_z$ from 1.661 to 4.198 at $\varepsilon_x=1.661$ reduces $C$ from 4.50 to 0.331 mm$^{-1}$. Lowering $\varepsilon_x$ over the same range at $\varepsilon_z=4.198$ reduces it from 18.9 to 0.331 mm$^{-1}$. Exchanging the two directions gives 70 mm$^{-1}$, so the orientation matters as well as the amount of silicon.

In a 50 nm gap the homogeneous anisotropic cladding is worse than air, 268 against 241 mm$^{-1}$. At 150 nm it is better, 66 against 78 mm$^{-1}$. These values are exact roots of (\ref{pair}), because (\ref{coupling}) can fail in narrow gaps: for air at 50 nm it gives 174 instead of 241 mm$^{-1}$. Both gaps are also too narrow to hold the five ridges described here.

The threshold (\ref{threshold}) is $n=1.45$ for air layers, far below the mode index. If oxide replaces air above and between the ridges, it rises to 2.27. The mode index with a plain oxide gap is 2.42, still above the threshold. The layers raise $\kappa$ only from 7.88 to 8.96 $\mu$m$^{-1}$, and $C$ falls only from 5.68 to 3.90 mm$^{-1}$.

\section*{Finite ridges, finite height and unequal guides}

The dimensions are rough typical values for silicon-on-insulator strips; 50 nm ridges are demanding to pattern. Resolving the ridges in the planar model, with five also outside each strip and air beyond, gives $C=0.520$ mm$^{-1}$. This is 57\% above the homogenized value, but still 4.7 times below the air gap. At $\kappa=13.2\,\mu$m$^{-1}$ the evanescent field changes by a factor of about $e^{1.32}\simeq3.7$ over a 100 nm period, so the averaged permittivities give only an estimate for these ridges. The two models differ in the period of the layers and in the outer cladding, which is now finite and half filled with silicon; these effects are not separated here.

Finite height has a larger effect. In the planar model with uniform cladding, the even supermode must have the larger $\beta$. At fixed $\beta$, $\tanh<1<\coth$ makes the left side of (\ref{pair}) larger for the even mode. That side decreases with $\beta$ for both modes, since $h$ and $p$ fall while $q$ and $q_{\rm in}$ rise. Its even root therefore lies higher, and $C>0$.

With finite height all six field components are present and this argument no longer applies. A full-vector calculation of the cross-section gives $C\simeq1.9$ mm$^{-1}$ for the air gap and $C\simeq-0.10$ mm$^{-1}$ with ridges: the odd supermode now has the larger $\beta$. The coarser of two grids gives $-0.083$ mm$^{-1}$, so the sign agrees but the magnitude is known only roughly. The transfer length is about 16 mm, against about 0.8 mm for air. Faster planar decay alone cannot explain a reversed sign. It accounts for a reduction in the planar model, whereas the finite-height result also contains a contribution of opposite sign, whose origin is not separated here. The substrate also limits the decay at wide gaps. Apart from a power-law factor, the tail in the oxide falls no faster than $k_0\sqrt{n^2-2.085}$, which is 7.1 $\mu$m$^{-1}$ for the air gap ($n=2.27$) and 7.3 $\mu$m$^{-1}$ with ridges ($n=2.31$), far below the planar 13.2 $\mu$m$^{-1}$. The advantage of the ridges therefore need not keep growing with the gap as it does in the planar model. The ratio found at 550 nm, where contributions of opposite sign partly cancel, should not be carried over to other gaps.

Real strips are also never perfectly equal. Let their propagation constants differ by $2\Delta$. Relative to their mean, the coupled amplitudes obey $a_1'=i(\Delta a_1+Ca_2)$ and $a_2'=i(Ca_1-\Delta a_2)$, where the prime now means $d/dz$. Differentiating once more gives $a_2''=-(C^2+\Delta^2)a_2$. With $a_1(0)=1$ and $a_2(0)=0$,
\begin{equation}
|a_2(L)|^2=\frac{C^2}{C^2+\Delta^2}\sin^2\!\left(L\sqrt{C^2+\Delta^2}\right).
\end{equation}
In the homogenized planar example, a 1 nm width difference gives $\Delta=3.2$ mm$^{-1}$, about ten times $C$. The transferred fraction then never exceeds about 1\%, so the 4.75 mm length for complete transfer applies to equal guides only. Over 100 $\mu$m the crosstalk remains near 0.0011, because $L\sqrt{C^2+\Delta^2}=0.32$ is still small and the fraction is close to $(CL)^2$. The short-distance benefit thus comes from the smaller $C$, not from the width error. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
wavelength 1550 nm; width 450 nm; height 220 nm; gap 550 nm
ridge width 50 nm; ridges in gap 5; silicon fill 0.4545
permittivity: silicon 12.110, oxide 2.085, air 1
film index 2.8349; planar core permittivity 8.0367
mixed permittivity: normal 1.6611, longitudinal 4.1985
air: mode index 2.3281; kappa 8.522 1/um; decay length 117.3 nm
  exp(-kappa g) 9.211e-03; prefactor/k0 0.0656
  C formula 2.4478 1/mm; exact 2.4479 1/mm
  transfer length 641.7 um; crosstalk at 100 um -12.31 dB
anisotropic: mode index 2.4245; kappa 13.235 1/um; decay length 75.6 nm
  exp(-kappa g) 6.898e-04; prefactor/k0 0.1183
  C formula 0.3307 1/mm; exact 0.3307 1/mm
  transfer length 4750.2 um; crosstalk at 100 um -29.61 dB
C ratio air/anisotropic 7.402
curl equations: C 0.3308 1/mm; kappa 13.235 1/um
cladding share Gamma 0.0680; d(n^2)/d ln eps_z 0.2867
controls: eps_x, eps_z, mode index, kappa (1/um), C (1/mm)
  1.661, 1.661, 2.3750, 8.087, 4.5025
  1.661, 4.198, 2.4245, 13.235, 0.3307
  4.198, 1.661, 2.4776, 3.552, 70.3398
  4.198, 4.198, 2.5366, 6.062, 18.8677
gap (nm), C air (1/mm), C anisotropic (1/mm)
  50, 240.978, 268.111
  150, 77.635, 66.042
  300, 20.673, 9.044
layer refinement: C error 20 periods 3.360 %, 40 periods 0.840 %
actual ridges, planar: C 0.5200 1/mm; transfer length 3020.9 um
threshold index: air layers 1.4470; oxide layers 2.2673
oxide case: core permittivity 8.1324; mixed normal 3.1498, longitudinal 4.8339
oxide gap: index 2.4210; kappa 7.877 1/um; C 5.6840 1/mm
oxide/silicon layers: index 2.5161; kappa 8.956 1/um; C 3.9008 1/mm
full-vector finite height (signed C: even minus odd)
  coarse grid, air gap: index 2.2693; C 2.0071 1/mm; length 782.6 um
  coarse grid, ridges: index 2.3107; C -0.0833 1/mm; length 18855.3 um
  fine grid, air gap: index 2.2740; C 1.9197 1/mm; length 818.2 um
  fine grid, ridges: index 2.3140; C -0.0998 1/mm; length 15744.9 um
1 nm width error: index shift 1.581e-03; half detuning 3.2041 1/mm
\end{verbatim}
